\section*{Why a two-layer gate dielectric can show two Weibull slopes}

\section*{The question}

A gate dielectric made of hafnia on a thin silicon-oxide interlayer is held at constant voltage until it breaks down. For a population of nominally equal devices, let $F(t)$ be the fraction that has failed by time $t$. On a Weibull plot one draws
\begin{equation}
W=\ln[-\ln(1-F)]
\end{equation}
against $\ln t$. A Weibull distribution gives a straight line. Why can a two-layer stack give a line that is steep at low failure fractions and shallow at high ones, although there is one kind of breakdown and all devices are alike?

\section*{The mechanism: a layer that no longer sets the time}

Stress creates defects at random places. Divide the dielectric into cubic cells, each as large as the region over which one defect can carry current to the next. The device breaks when some column of cells, running from one electrode to the other, is defective throughout. Such a column crosses both layers, so it needs defects in both.

Early in the stress, defective cells are rare in both layers. A column must wait for both, and its failure probability rises as the product of two growing factors. Later the faster-degrading layer is full: nearly every cell in it holds a defect, and further defects land in cells that are already defective. The column must still cross this layer, but the crossing is no longer a matter of waiting. The remaining time dependence comes from the slow layer, and the slope falls.

\section*{From the mechanism to the slope}

Let layer 1 be the fast layer and layer 2 the slow one, with $n_1$ and $n_2$ cells per column. Assume that the mean number of defects per cell grows as a power of time,
\begin{equation}
x_i=(t/\tau_i)^{\alpha_i},
\end{equation}
and that defects arrive independently. The number in a cell is then Poisson distributed. A cell is empty with probability $e^{-x_i}$ and defective with probability
\begin{equation}
p_i=1-e^{-x_i}.
\end{equation}
All cells of a column must be defective, so the column has failed with probability
\begin{equation}
P=p_1^{n_1}p_2^{n_2}.
\end{equation}
A device with $N$ independent columns survives if every column does, which gives $1-F=(1-P)^N$. Taking the logarithm twice,
\begin{equation}
W=\ln N+\ln L,\qquad L=-\ln(1-P).
\label{eq:W}
\end{equation}

The local Weibull slope is $\beta=dW/d\ln t$. The term $\ln N$ is constant, and $dL=dP/(1-P)$, so
\begin{equation}
\beta=\frac{1}{L}\frac{1}{1-P}\frac{dP}{d\ln t}
=g\,\frac{d\ln P}{d\ln t},\qquad
g=\frac{P}{(1-P)L}.
\end{equation}
For small $P$, $L=P+P^2/2+\dots$ and hence $g=1+P/2+\dots$. With many columns, a device typically fails when $P$ is of order $1/N$, and $g$ is then practically one.

Since $\ln P=n_1\ln p_1+n_2\ln p_2$, what remains is the logarithmic derivative of each occupancy. From $dx_i/d\ln t=\alpha_i x_i$ and $dp_i/dx_i=e^{-x_i}$,
\begin{equation}
\frac{d\ln p_i}{d\ln t}
=\frac{\alpha_i x_i e^{-x_i}}{1-e^{-x_i}}
=\alpha_i s(x_i),\qquad s(x)=\frac{x}{e^x-1}.
\end{equation}
The slope is therefore
\begin{equation}
\beta=g\left[n_1\alpha_1 s(x_1)+n_2\alpha_2 s(x_2)\right].
\label{eq:beta}
\end{equation}

The function $s$ measures how much time dependence a layer still supplies. It starts at $s(0)=1$. Its derivative has the sign of $e^x-1-xe^x=e^x(1-x-e^{-x})$, which is negative for $x>0$ because $e^{-x}>1-x$. So $s$ falls steadily, and it vanishes as $xe^{-x}$ at large $x$. Two limits follow:
\begin{align}
x_1,x_2\ll1:&\qquad \beta\to n_1\alpha_1+n_2\alpha_2,\\
x_1\gg1,\quad x_2,P\ll1:&\qquad \beta\to n_2\alpha_2.
\end{align}
The second limit needs a time window in which the fast layer is full while the slow one is still dilute. If both layers fill together, no such window exists.

\section*{How sharp the bend is, and where it is seen}

The contribution of layer 1 has dropped to 90, 50 and 10 per cent of its initial value at $x_1=0.207$, $1.256$ and $3.615$. Because $t=\tau_1x_1^{1/\alpha_1}$, the fall from 90 to 10 per cent takes a time ratio
\begin{equation}
\frac{t_{10}}{t_{90}}=\left(\frac{3.615}{0.207}\right)^{1/\alpha_1},
\end{equation}
or about $1.24/\alpha_1$ decades. Slow, sublinear defect growth smears the bend. The two slopes are limits joined by a long curve, not two straight lines meeting at a corner.

Equation \eqref{eq:W} also says what area does. With the layers and the stress fixed, changing the area changes $N$ and shifts the whole curve vertically by the change in $\ln N$. The bend stays at the same time but moves to another failure fraction. The shallow part governs the 63.2 per cent point, where $W=0$, if few columns have a completely defective slow part when the fast layer fills:
\begin{equation}
N p_2^{n_2}\lesssim 1\quad\text{at}\quad x_1\approx1.256 .
\label{eq:window}
\end{equation}
If this number is large, most devices fail before the fast layer is full, and the plot stays steep over the usual range of failure fractions.

\section*{The number}

Take 1.8 nm of hafnia on a 1.2 nm interlayer, with cells of edge 0.6 nm, so that $n_1=3$ and $n_2=2$. The hafnia is assumed to be the fast layer. The other parameters are round model values: $\alpha_1=0.5$, $\alpha_2=0.4$, $\tau_1=100$ s and $\tau_2=5\times10^8$ s. The limiting slopes are
\begin{equation}
3(0.5)+2(0.4)=2.30\qquad\text{and}\qquad 2(0.4)=0.80 .
\end{equation}
The hafnia contribution is halved at $100\,(1.256)^2\approx158$ s, and its fall from 90 to 10 per cent spans a factor of about 305 in time.

Compare two areas under the same stress. A device of $0.01\ \mu\mathrm{m}^2$ has $N=27\,778$ columns, and one of $100\ \mu\mathrm{m}^2$ has $10^4$ times as many. The left side of \eqref{eq:window} is 0.175 for the small device and about 1750 for the large one, so their 63.2 per cent points should lie on different parts of the curve. The criterion is soft: areas for which the left side is 1 or 10 have slopes of 1.34 and 1.75 at this point, between the two limits.

For the small device this point is at 1518 s. There $x_1=\sqrt{15.18}=3.90$, the hafnia occupancy is 0.980 and the interlayer occupancy is $6.19\times10^{-3}$. The condition $NP\approx1$ is met:
\begin{equation}
27\,778\,(0.980)^3(6.19\times10^{-3})^2\approx1.0 .
\end{equation}
With $s(3.90)\approx0.081$, the slope is $1.5(0.081)+0.80\approx0.92$.

For the large device the point is at 5.28 s. Now $x_1=\sqrt{0.0528}=0.230$ and $s=0.889$, which gives $1.5(0.889)+0.80\approx2.13$. The hafnia occupancy is only 0.205, so both layers still set the pace.

The small device alone also shows the bend, if enough samples are measured. Its local slope is 2.13 at $F=10^{-4}$, 1.82 at 1 per cent, 1.45 at 10 per cent and 0.81 at 90 per cent. The first of these points falls at 5.28 s, the 63.2 per cent time of the large device, as the vertical shift by $\ln10^4$ requires.

Random defect times drawn for the cells give the same picture. Between 20 and 80 per cent failure, the simulated mean slopes are 1.04 for 10\,000 small devices and 2.17 for 5000 large ones. The formula gives 1.03 and 2.15.

The bend matters for extrapolation. Suppose the large-device lifetime is estimated from the small device with its local slope of 0.919 held fixed. The result is
\begin{equation}
1518\ \mathrm{s}\times(10^{-4})^{1/0.919}\approx0.067\ \mathrm{s},
\end{equation}
whereas the model gives 5.28 s. The estimate is too short by a factor of about 79. The size of the error depends on how the slope is read. A straight line fitted by least squares to 100 evenly ranked points of the small-device curve has slope 1.10, and its estimate is too short by a factor of about 14.

\section*{Is saturation really the cause?}

Give both layers the time scale $\tau_1=\tau_2=100$ s and leave everything else in the small device unchanged. Breakdown then comes while both layers are dilute. Between $F=10^{-4}$ and 63.2 per cent the slope goes from 2.28 to 2.15, a fall of 0.13, compared with 1.2 in the original stack. For straight common columns and this many of them, two layers with different exponents are not enough. One must fill first. With few columns, breakdown comes later and both layers fill together, which also lowers the slope: over the same range it goes from 2.24 to 1.88 for $N=278$ and from 2.20 to 1.60 for $N=28$.

The common column matters too. Suppose instead that each layer could break at its own weakest place, and that the device failed once both had done so, wherever the two places were. Then $F=F_1F_2$. The fast layer would stop mattering at its first breakdown, when $Np_1^{3}\approx1$, which is at about 0.11 s and far from saturation. At 1 per cent failure the slope would already be 0.80, whereas common columns give 1.82. This model also bends from 2.30 to 0.80 with no layer full. Most of the fall lies between $F=10^{-4}$ and $10^{-3}$, where the slopes are 2.02 and 0.97. What the two models share, for identical devices with many columns, is that one layer stops setting the time. Filling is the way this happens in straight common columns.

\section*{What a real stack changes}

The layer thicknesses are in the range of real hafnia gate stacks, but the stress is strong. With rough permittivities of 20 and 3.9, a total of 2.0 V puts 2.5 MV/cm on the hafnia and 12.9 MV/cm on the interlayer, a high field for silicon oxide. That the hafnia degrades faster in spite of its lower field is an assumption, and a demanding one: at the small device's 63.2 per cent point it holds about 600 times as many defects per cell as the interlayer. At another voltage or temperature $\tau_1$ and $\tau_2$ may change by different factors, which would move the bend.

\textit{Sideways steps.} Real paths need not be straight. Let a defect connect to any of the nine nearest cells in the next plane. There are then $9^3=729$ possible paths through the hafnia from a given interlayer defect, and the layer becomes easy to cross well before it is full. In this estimate, which treats different interlayer paths as independent, the hafnia contribution is halved near 2 s instead of 158 s. The 63.2 per cent times drop to about 90 s and 0.11 s, but the slopes are 0.80 and about 2.1, so the two regimes survive. The required defect density becomes more plausible. Straight columns need $5.8\times10^{21}\ \mathrm{cm}^{-3}$ at half fall, about one defect per ten oxygen sites. With sideways steps it is about $6\times10^{20}\ \mathrm{cm}^{-3}$, or one per hundred. At the small device's 63.2 per cent point, where the shallow slope is read, the densities are higher: about a third of the oxygen sites for straight columns and 8 per cent with sideways steps.

\textit{Voltage transfer.} This effect can hide the shallow slope. A hafnia layer full of defects may conduct and pass its voltage to the interlayer. Let a fraction $fp_1$ of the hafnia voltage be transferred, and let the interlayer age at a rate $r$ that grows as the 40th power of its voltage, a rough value for thin oxides. Its effective age is $\theta=\int_0^t r\,dt'$, so its contribution to the slope is multiplied by $d\ln\theta/d\ln t=rt/\theta$, which exceeds one while $r$ is rising. Suppose first that the hafnia keeps ageing at its full rate although it loses voltage. For the small device, $f=0.1$ then raises the slope at 63.2 per cent from 0.92 to 1.22. Complete transfer, $f=1$, raises it to 3.1, above even the early limit of 2.30. The device then reaches 63.2 per cent failure at about 70 s, while the hafnia is still filling and $r$ is still rising. The interlayer field is then about 15 MV/cm, where a smooth power law is doubtful. These numbers depend strongly on the assumption about the hafnia. If its ageing rate also goes as the 40th power of its own voltage, $f=0.1$ gives a slope of 1.30 at about 2100 s, and $f=1$ gives 1.16 at about $3.5\times10^4$ s, with the hafnia occupancy held near one quarter instead of filling. All these numbers also treat the transfer as an average over the device. If instead a column passes the fraction $f$ to its own interlayer cells only once its three hafnia cells are defective, with the hafnia ageing at its full rate, $f=0.1$ gives 1.17 at about 740 s and $f=1$ gives 2.07 at about 12 s, below the early limit. Whether voltage transfer hides the shallow slope thus depends on how the hafnia responds to the voltage it loses and on how local the transfer is.

\textit{Spread between devices.} Differences in thickness also flatten a Weibull plot. Suppose that a 1 per cent spread in thickness acts as a 1 per cent spread in field, and that the same exponent holds for both layers, so that their time scales shift together. This gives a spread of 0.40 in $\ln t$. The slope of the large device then drops from 2.13 to 1.61, and that of the small one from 0.92 to 0.87. The low-failure tail stays steep, so spread alone also bends the plot from steep to shallow. With a spread of 1.0 in $\ln t$, the large device goes from 2.25 at $F=10^{-4}$ to 0.90 at 63.2 per cent. Neither a shallow slope nor a bend is by itself proof of saturation.

\textit{Defects present before stress.} An initial density of $10^{20}\ \mathrm{cm}^{-3}$ in the hafnia adds 0.022 defects per cell that do not depend on time. This lowers the slope of the large device from 2.13 to 2.01, because part of the hafnia occupancy no longer grows with time. The effect is stronger at low failure fractions. For the large device it reverses the bend: at $F=10^{-4}$ the slope falls from 2.28 to 1.45. The small device keeps its bend, with 2.01 at $F=10^{-4}$ and 0.92 at 63.2 per cent, and its slope turns down again only at still lower fractions (1.89 at $F=10^{-6}$).

More digits of the main results are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Cell edge 0.6 nm; hafnia 1.8 nm, interlayer 1.2 nm
Cells per column: fast 3, slow 2
Growth exponents: fast 0.5, slow 0.4
Time scales: fast 100 s, slow 5.0e+08 s
Areas: 0.01 and 100 um2
Columns: 27778 and 277777778
Limiting slopes: early 2.30, late 0.80
x at 90, 50, 10 % of fast part: 0.207, 1.256, 3.615
Fast part halved at 157.9 s
90-to-10 % time ratio: formula 305, numerical 302
Slow-filled columns then: 0.175 and 1746
Small device: 63.2 % time 1517.6 s, slope 0.919
Large device: 63.2 % time 5.283 s, slope 2.134
Occupancies at small 63.2 % time: fast 0.980, slow 6.19e-03
Occupancies at large 63.2 % time: fast 0.205, slow 6.45e-04
Small device, F = 0.0001: time 5.28 s, slope 2.134
Small device, F = 0.01: time 52.88 s, slope 1.820
Small device, F = 0.1: time 220.26 s, slope 1.451
Small device, F = 0.9: time 4026.48 s, slope 0.813
20-80 % slope, small: simulated 1.035, formula 1.027
20-80 % slope, large: simulated 2.169, formula 2.151
All-cell simulation p-values: common 0.471, separate 0.335
Equal time scales: slope 2.275 at F=1e-4, 2.145 at 63.2 %
Slope at F=0.01: common columns 1.820, separate 0.800
First fast-layer breakdown, 63.2 % time: 0.113 s
Large-device time extrapolated by small-device slope: 0.0672 s
True over extrapolated large-device time: 78.6
Diagonal paths, small: time 89.7 s, slope 0.80
Diagonal paths, large: time 0.114 s, slope 2.17
Diagonal paths: fast part halved near 1.9 s
Diagonal dilute-path ratio at p=0.015: 0.86
Permittivities: hafnia 20, interlayer 3.9
Voltages: total 2.0 V, hafnia 0.453 V, interlayer 1.547 V
Fields: hafnia 2.5, interlayer 12.9 MV/cm
Voltage acceleration exponent (rough): 40
Hafnia voltage lost 10 %: small time 722.1 s, slope 1.22
Hafnia voltage lost 100 %: small time 70.2 s, slope 3.14
Rate factor at full transfer: 2.9e+04
Log-time spread from 1 % thickness: 0.40
Slopes with that spread: small 0.869, large 1.608
Initial hafnia defects 1e+20 cm-3: x0 = 0.0216
Large-device slope with initial defects: 2.008
Defect density at half fall, straight: 5.8e+21 cm-3
Defect density at half fall, diagonal: 6.3e+20 cm-3
Oxygen-site density of hafnia (rough): 5.6e+22 cm-3
Defects per oxygen site: straight 10.5 %, diagonal 1.1 %
\end{verbatim}
